Eigenvalues of separately strained crystals do not give absolute deformation potentials

**The argument under review**

The manuscript wants the energy by which strain moves a valence-band edge, so that the edge can be followed through a crystal whose strain varies from place to place. Its authors calculate a periodic crystal at two lattice constants, take the highest occupied eigenvalue from each run, and divide the difference by the strain. They call the quotient the absolute deformation potential. Their defence is that both runs use the same method and the same rule for the electrostatic potential, so any constant in the potential must cancel.

The eigenvalues may be correct and the quotient is still not the quantity wanted. The defence fails at its last step: the same rule, applied to two different crystals, need not select the same physical zero of energy. I show this on a model in which each contribution can be calculated, and then give the missing term.

**Model and conventions**

The crystal is a stack of parallel atomic planes with spacing a along x. Each area A of a plane carries one ion of charge +2e, smeared along x into a Gaussian, and there are two electrons of opposite spin per ion. The electrons move along x, their lateral motion is frozen, and they interact through the Hartree potential. Exchange and correlation are left out, so this is a mean-field model and not a named material.

The strain ε changes a to a(1 + ε) at fixed A. The volume changes by the factor 1 + ε, so to first order ε is also the change in the logarithm of the volume. A deformation potential is here a derivative with respect to ε at ε = 0.

Let n_ion(x) be the ionic charge in units of e, and n_el(x) the number of electrons, both per unit length within one area A. Write N = n_ion − n_el. The charge density is eN/A, and the electrostatic potential φ obeys φ'' = −eN/(ε0A). An electron has potential energy U = −eφ, hence

U'' = κN, κ = e²/(ε0A).

With e²/ε0 = 180.951 eV Å and A = 4 Å², κ = 45.24 eV/Å. A positive change of U raises electron energies.

**What the periodic calculation leaves open**

Expand U and N in plane waves exp(iGx), with G a reciprocal-lattice vector. Two derivatives multiply each coefficient by −G², so

−G² U_G = κN_G.

For G ≠ 0 this fixes U_G. For G = 0 it reads 0 · U_0 = κN_0, and N_0 = 0 because the cell is neutral. Every value of U_0 satisfies it.

Suppose a constant C is added to U. If ψ is an eigenfunction with energy E, then

(H + C)ψ = (E + C)ψ.

The wavefunctions are unchanged, so the density is unchanged and self-consistency is preserved. All eigenvalues move by C, and the gap stays the same. If the convention makes C depend on the lattice constant, the slope of an eigenvalue changes by dC/dε, and nothing inside the periodic calculation can object.

Two reasonable conventions show the effect. Convention 1 sets the cell average of U to zero. Convention 2 sets U to zero midway between planes. If U₁ is the potential in convention 1, the valence edges are related by

E_v,2 = E_v,1 − U₁(a/2).

For a = 4 Å, an ionic Gaussian width of 0.3 Å and strains of ±1 %, the slopes are

convention 1: dE_v/dε = −6.022 eV
convention 2: dE_v/dε = −3.762 eV.

Their difference means that U₁(a/2) has the slope −6.022 + 3.762 = −2.260 eV. Each convention was applied consistently to both strains, yet the answers differ by more than 2 eV. The manuscript's number is therefore partly a property of its convention.

The gap is free of this difficulty. In convention 1 the conduction edge has slope −5.276 eV, so the gap has slope

−5.276 − (−6.022) = 0.746 eV.

Convention 2 adds 2.260 eV to both edge slopes and leaves this difference alone. Gap changes and splittings obtained within each crystal can be kept.

**Why the constant has physical content**

One might reply that some convention, perhaps the zero average, is the natural one. A case that can be solved by hand shows what it discards.

Let the crystal be a superposition of rigid, neutral planes, each symmetric about its centre. One plane has charge distribution N_p(x) and potential energy U_p(x), with U_p'' = κN_p. Choose U_p = 0 and U_p' = 0 far to the left. Far to the right U_p' = κ∫N_p dx = 0 by neutrality. The step in U_p across the plane is −κ∫xN_p dx, which vanishes by symmetry. So U_p is zero on both sides, and a finite stack of such planes has one common outside level.

The integral of U_p follows from two integrations by parts. The boundary terms vanish because U_p and U_p' do:

∫x²U_p'' dx = −2∫xU_p' dx = 2∫U_p dx.

The left side is also κQ, where Q = ∫x²N_p dx. Therefore ∫U_p dx = κQ/2. Each cell of the crystal receives the equivalent of one full plane potential, so the cell average inside, measured from the outside level, is

Ū = κQ/(2a) = e²Q/(2ε0Aa).

The planes stay rigid under strain, so Q is fixed and Ū varies as 1/a. Hence

dŪ/dε = −Ū.

To put numbers in, I take the density of one isolated plane, calculated self-consistently. Its electrons have second moment 0.9721 Å², and the ion contributes 2 × (0.3 Å)² = 0.18 Å². Thus Q = 0.18 − 0.9721 = −0.7921 Å². The electrons are more spread out than the ion, which makes the inside of the plane attractive to an electron. The average is

Ū = 45.24 × (−0.7921)/(2 × 4) = −4.48 eV.

Stretching the crystal dilutes this attraction, and the average rises at +4.48 eV per unit strain. The zero-average convention resets it to zero at each lattice constant and so removes a real shift. This is why using the same rule twice does not make the constant cancel.

The formula was tested by superposing the rigid planes in one structure with a strained and an unstrained region. The slope there, from strains of ±1 %, is 4.4798 eV, against 4.4794 eV from the formula. The small excess is expected. The 1/a law gives a shift −Ūε/(1 + ε), and the symmetric difference quotient is

½[−Ū/(1 + ε) − Ū/(1 − ε)] = −Ū/(1 − ε²),

which exceeds −Ū by one part in 10⁴ at ε = 0.01.

**The missing term when the electrons relax**

Real electrons do not follow the ions as rigid clouds. The shift can still be defined by placing strained and unstrained material in one connected crystal. A single constant then applies to both regions and cancels from differences between them. Let ΔŪ(ε) be the cell average deep in the strained region minus that deep in the unstrained region. Deep inside, each region is bulk crystal with a shifted potential, so

a_v = dE_v,1/dε + D, D = dΔŪ/dε at ε = 0.

The same D applies to the conduction edge. It remains to show that D belongs to the bulk and not to the particular junction.

Displace one plane of the unstrained infinite crystal by a small u, let the electrons relax, and let w(x) be the change of U per unit u, with x measured from that plane. I assume an insulator in which the induced charge is localized. That charge is neutral in total, so with no applied field w is flat on both sides. Inversion about the plane turns displacement u into −u, so w can be chosen odd. A step between the two sides has still to be excluded.

Suppose there were a step s. Shift a long block of planes by the same u. The steps would add to a uniform slope su/a inside the block. But shifting the block carries ions and their two electrons together, and no net charge passes through a cell in its interior. The shift itself leaves no charge at the ends of the block. A field inside could then be sustained by nothing but the polarization it induces, which opposes it in a stable insulator. The field is zero and so is s. In other words, the Born effective charge of the plane vanishes, as it must with one neutral plane per cell.

So w is localized. For small displacements u_n of the planes at na,

δU(x) = Σ_n u_n w(x − na).

Shifting all planes equally moves the unstrained potential U₀(x) to U₀(x − u), which gives

Σ_n w(x − na) = −U₀'(x).

In a uniformly strained region u_n = εna, apart from a common shift that does not alter averages. Consider the cell centred on the plane n = 0. Put y = x − na, so that na = x − y. As x runs over the cell and n over all planes, y covers the whole line once. Thus

(1/a)∫_cell δU dx = −(ε/a)∫y w(y) dy + (ε/a)∫_cell x Σ_n w(x − na) dx.

The last integral is −∫_cell xU₀' dx. By parts, and with U₀(−a/2) = U₀(a/2), it equals −aU₀(a/2) + aŪ₀, where Ū₀ is the average of U₀. The second term is therefore −εU₀(a/2) + εŪ₀.

The strained cell is also longer, and its average must be taken over a(1 + ε). The two added end pieces have total length aε and contribute +εU₀(a/2). Dividing by the longer length contributes −εŪ₀. These terms cancel the previous pair, and

D = −(1/a)∫x w(x) dx.

This expression contains bulk quantities alone. Since w is localized, planes near the junction do not affect a point deep inside a region. To first order in strain, the line-up is the same for an abrupt and for a gradual junction.

For rigid planes w = −U_p', and one integration by parts gives

D = (1/a)∫xU_p' dx = −(1/a)∫U_p dx = −Ū,

as found before.

**A second route: a long acoustic wave**

The same D must govern a frozen wave u_n = u₀ sin(qna), whose strain is u₀q cos(qx) at long wavelength. The part of the response with wavevector q is found from

Σ_n exp(iqna) w(x − na) = (1/a)Σ_G exp[i(q + G)x] ∫w(y) exp[−i(q + G)y] dy.

Keep G = 0. Since w is odd, the integral is −i∫w(y) sin(qy) dy. The imaginary part then gives

δU_q(x) = −(u₀/a) cos(qx) ∫w(y) sin(qy) dy.

Dividing by the strain,

D(q) = −(1/a)∫w(y) [sin(qy)/q] dy.

As q tends to zero, sin(qy)/q tends to y and D(q) tends to D. The corrections are even in q and begin with q².

**Numbers for the relaxed crystal**

The connected crystal is a periodic superlattice of 24 planes, half of its spacings being a and half a(1 + ε). With strains of ±1 %, the abrupt junction gives D = 4.696 eV. A junction in which the strain rises through four intermediate spacings gives the same value to the digits shown.

The waves give 4.690, 4.674 and 4.647 eV at wavelengths of 96, 48 and 32 Å. Fitting an even polynomial in q through these points and evaluating it at q = 0 means

1.5 × 4.690 − 0.6 × 4.674 + 0.1 × 4.647 = 4.695 eV.

The agreement of both junctions and of the long-wave limit was tested. It supports the claim that D is a bulk property to first order in this model.

The band edges follow:

a_v = −6.022 + 4.696 = −1.33 eV
a_c = −5.276 + 4.696 = −0.58 eV.

Convention 2 needs its own line-up, that of the potential midway between planes. In each region this potential is the cell average plus U₁(a/2), so its line-up slope should be 4.696 − 2.260 = 2.436 eV. The superlattice gives 2.437 eV. Then

a_v = −3.762 + 2.437 = −1.33 eV,

and the dependence on convention has gone.

A more direct check avoids the bulk eigenvalues. The self-consistent potential of one cell deep in each region of the superlattice was cut out and repeated periodically without changing its zero. The band edges of these two potentials then refer to one common level. Their differences give −1.33 eV for the valence edge and −0.58 eV for the conduction edge, in agreement with the sums above.

For 1 % stretching, the linear shift of the valence edge is −13.3 meV. The manuscript's procedure would report −60.2 meV in convention 1 and −37.6 meV in convention 2. The first is too large in magnitude by a factor 6.022/1.325 = 4.5. If it were used as the coupling of holes to long acoustic waves, with all else fixed, the golden-rule scattering rate, which varies as the square of the coupling, would be too large by a factor of about 21.

The rigid-plane estimate of D, 4.48 eV, is 5 % below the relaxed value. This looks harmless, but the result is a difference of large terms. With it, a_v would be −6.02 + 4.48 = −1.54 eV, which is 16 % too large in magnitude relative to −1.33 eV. An approximate line-up must be judged by its error relative to the final deformation potential.

**Possible replies from the authors**

*A core level could serve as the reference.* The separation between a valence edge and a core level in the same crystal is well defined. Its slope is a difference of two deformation potentials, however. To obtain that of the valence edge, one must know how the core level itself moves between strained and unstrained regions of a connected crystal. The line-up has been renamed, not avoided.

*The vacuum could serve as the reference.* A slab does supply a common outside level. But planes near its surface have neighbours on one side only, and their response to displacement need not be the bulk w. The change of ionization energy with strain can therefore contain a change of the surface dipole. For the rigid symmetric planes above that contribution is absent; for relaxed surfaces it has to be separated out before a bulk deformation potential is quoted.

**Where the analysis needs more than D**

In a metal, or in doped regions much wider than the screening length, mobile carriers flow until the Fermi level is common to both regions. If E_F,1(ε) is the bulk Fermi level in the zero-average convention, equilibrium requires

E_F,1(ε) + ΔŪ(ε) = E_F,1(0).

The line-up slope is then −dE_F,1/dε, and the Fermi level has no net shift. This is the line-up far from the junction, and the insulating value of D does not give it. In a lightly doped insulator D still fixes the band offset at the junction itself, and the band bending produced by the carriers over the screening length makes up the difference between D and −dE_F,1/dε.

In a piezoelectric crystal strain produces polarization, which can leave a macroscopic field. The potential difference then grows with the width of the strained region, and a single constant ΔŪ does not describe it.

With several atoms per cell, individual Born charges need not vanish, and internal displacements must be included in the response. In three dimensions the strain may also vary along different crystal directions. The integral for D was derived for planes displaced along the direction in which the strain varies, and its value should not be carried over to another direction without a separate calculation. A three-dimensional result should state the strain and the direction of its variation.

**Recommendation**

The manuscript can retain its gap deformation potential. Its separate valence and conduction values should be withdrawn or completed with a line-up from a connected structure, using the same reference potential as the bulk runs. The authors should show that the regions are wide enough for bulk behaviour and that the result is linear in strain. The numerical output below gives the values for the model used here.

Numbers as computed

```
INPUTS
plane spacing                     4.00 A
area per ion                      4.00 A^2
ion charge                        2 e
ion Gaussian width                0.30 A
strain used (plus and minus)      1.0 %
planes in superlattice            24
grid points per cell              20
e^2/eps0                          180.951 eV A
hbar^2/(2m)                       3.8100 eV A^2
UNSTRAINED BULK, zero average potential
valence edge                      -1.2054 eV
conduction edge                   4.9549 eV
gap                               6.1603 eV
potential midway between planes   4.0384 eV
APPARENT SLOPES FROM SEPARATE CRYSTALS (per unit strain)
valence, zero-average convention  -6.022 eV
valence, zero-midway convention   -3.762 eV
conduction, zero-average conv.    -5.276 eV
RIGID NEUTRAL PLANES
electron second moment            0.9721 A^2
total second moment Q             -0.7921 A^2
average potential from Q          -4.4794 eV
line-up slope from Q              4.4794 eV
line-up slope, superposition      4.4798 eV
SELF-CONSISTENT LINE-UP SLOPES (per unit strain)
average, abrupt junction          4.6961 eV
average, graded junction          4.6961 eV
wave, wavelength  96.0 A          4.6900 eV
wave, wavelength  48.0 A          4.6738 eV
wave, wavelength  32.0 A          4.6470 eV
wave, long-wave limit             4.6955 eV
midway potential, abrupt junction 2.4367 eV
ABSOLUTE DEFORMATION POTENTIALS
valence, average + line-up        -1.325 eV
valence, midway + line-up         -1.326 eV
valence, direct in superlattice   -1.325 eV
conduction, average + line-up     -0.580 eV
conduction, direct                -0.580 eV
gap, separate crystals            0.746 eV
gap, direct in superlattice       0.746 eV
VALENCE-EDGE SHIFT FOR +1 % STRAIN (linear)
apparent, zero average            -60.2 meV
apparent, zero midway             -37.6 meV
absolute                          -13.3 meV
```
